The Breit-Pauli Hamiltonian with anomalous moments and its hydrogen-like levels, part 1

(Sections cited here and not found follow in the second part.)

The form of the answer

Two spin-1/2 particles with charges q₁, q₂ and masses m₁, m₂, bound by the Coulomb force, have momenta p ~ mα, separation r ~ 1/(mα) and binding energy ~ mα² (ħ = c = 1). The first relativistic correction is smaller by v² ~ α² and so is of order mα⁴. An interaction linear in α with two powers of 1/m has, by dimensions, only the shapes αp²/(m²r), αp/(m²r²), α/(m²r³) and αδ³(r)/m², and each of them is of order α(mα)³/m² = mα⁴.

Symmetry limits the one-particle couplings that produce these shapes. The Hamiltonian of one particle in a field must be Hermitian, gauge covariant, and invariant under rotations, parity P and time reversal T. It is built from π = p − qA (P odd, T odd), E (P odd, T even), B (P even, T odd) and σ (P even, T odd); π has dimension 1, qE and qB have dimension 2. At order 1/m the operators of dimension 2 are π², σ·B and σ·E, and the last is P odd. At order 1/m² the P-even operators of dimension 3 are ∇·E, σ·(E×π − π×E), π·E + E·π and σ·(∇×E); the last two are T odd. At order 1/m³ there are π⁴ and operators such as π²σ·B. The coefficients of π² and π⁴ are fixed by the free energy √(m² + p²) = m + p²/2m − p⁴/8m³ + …. Three pure numbers remain, and the NRQED Lagrangian is

L = ψ†(i∂_t − H₁)ψ,

H₁ = qA⁰ + π²/2m − π⁴/8m³ − c_F q σ·B/2m − c_D q (∇·E)/8m² − c_S q σ·(E×π − π×E)/8m².

The Fermi, Darwin and spin-orbit coefficients c_F, c_D, c_S are normalized so that a Dirac point particle will turn out to have all three equal to 1. The charge q carries its sign, units are Heaviside-Lorentz (α = e²/4π), α₁₂ = q₁q₂/4π, r = r₁ − r₂, n = r/r, and the gauge is ∇·A = 0.

(a) Which vertices of H₁ contribute at order mα⁴, and what are their matrix elements between plane waves p and p′?

Solution. The partner produces qA⁰ ~ α/r ~ mα², qE ~ α/r² ~ m²α³, qA ~ αv/r ~ mα³ and qB ~ m²α⁴. Then p·qA/m, σ·qB/m, ∇·qE/m² and σ·qE×p/m² are all of order mα⁴ and are kept. In this field of the partner the seagull term q²A²/2m is of order mα⁶, and so are the A-dependent parts of π⁴/8m³ (p³qA/m³) and of the spin-orbit term (q²σ·E×A/m²). Two seagull vertices, one on each particle, joined by two transverse photons give a potential of the form α²/(m₁m₂r³), which is of order mα⁵ and also lies beyond the order kept. The transverse field −∂_tA gives qE_⊥ ~ mα²·mα³, which in the spin-orbit term yields mα⁶. The 1/m³ magnetic operators carry an extra p²/m² and also give mα⁶. The Lagrangian of two species contains in addition contact operators with coefficient d/(m₁m₂) multiplying δ³(r). For a particle and its antiparticle, one-photon annihilation gives d ~ α, which is mα⁴; that case is excluded here. Otherwise, if no strong force acts between the two particles, d starts with two-photon exchange, d ~ α², and the shift is mα⁵.

Take A⁰(x) = A⁰e^{iQ·x} and A(x) = A e^{iQ·x}, with Q = p′ − p and P = (p + p′)/2, and write the matrix element as q(ρA⁰ − j·A). The longitudinal field is E = −iQA⁰, so ∇·E = iQ·(−iQ)A⁰ = Q²A⁰ and the Darwin term gives −c_D q Q²A⁰/8m². In the spin-orbit term, p standing to the right of the field has the value p and standing to the left the value p′, so E×π − π×E → E×p − p′×E = E×(p + p′) = −2iQ×P A⁰. The term is −c_S q σ·(−2iQ×P)A⁰/8m². Hence

ρ = 1 − c_D Q²/8m² + i c_S σ·(Q×P)/4m².

The part of π²/2m linear in A is −q(p·A + A·p)/2m → −qP·A/m. With B = iQ×A and σ·(Q×A) = A·(σ×Q), the Fermi term is −qA·(i c_F σ×Q/2m). Hence

j = P/m + i c_F σ×Q/2m.

(b) Match ρ and j to the relativistic vertex Γ^μ = F₁(q²)γ^μ + iσ^{μν}q_ν F₂(q²)/2m, with q^μ = (q₀, Q), q² = q₀² − Q², F₁(0) = 1, F₂(0) = κ.

Solution. Lorentz invariance, current conservation, P and T allow only these two form factors, so the vertex describes an elementary fermion with radiative corrections and a composite spin-1/2 nucleus alike. The interaction is q J^μ A_μ = q(J⁰A⁰ − J·A) with J^μ = ū(p′)Γ^μ u(p), and matching means J⁰ = ρ through order v² and J = j at order v. The NRQED states hold one particle per unit volume, so the spinors must obey u†u = 1, not ūu = 2m or ūu = 1:

u(p) = N (χ, σ·p χ/(E + m)), N = √((E + m)/2E).

Indeed u†u = N²[1 + (E − m)/(E + m)] = 1. Since (E + m)/2E = (2m + p²/2m)/(2m + p²/m) ≈ 1 − p²/4m², one has N ≈ 1 − p²/8m². This factor supplies part of the Darwin term, and a wrong normalization spoils c_D.

The γ^μ part is expanded with σ·a σ·b = a·b + iσ·(a×b). For the time component,

u′†u = NN′[1 + σ·p′ σ·p/4m²] = 1 − (p² + p′² − 2p·p′)/8m² + iσ·(p′×p)/4m² = 1 − Q²/8m² + iσ·(Q×P)/4m²,

because p′×p = (P + Q/2)×(P − Q/2) = Q×P. For the space components ūγⁱu = u†αⁱu, and

u′†αⁱu = [σⁱ σ·p + σ·p′ σⁱ]/2m = [(p + p′)ⁱ + iε_{ikl}(p − p′)_k σ_l]/2m = Pⁱ/m + i(σ×Q)ⁱ/2m.

For the F₂ part, σ^{μν} = (i/2)[γ^μ, γ^ν] gives σ^{0j} = iα^j and σ^{ij} = ε_{ijk}Σ_k, and the lower spatial components of q are −Q^j. The time component is iσ^{0j}q_j = i·iα^j·(−Q^j) = α·Q. The matrix βα has +σ in its upper right block and −σ in its lower left block, so

u′†β α·Q u = [σ·Q σ·p − σ·p′ σ·Q]/2m = [Q·(p − p′) + iσ·(Q×p) − iσ·(p′×Q)]/2m = [−Q² + 2iσ·(Q×P)]/2m.

Multiplied by κ/2m this is −2κQ²/8m² + 2κ iσ·(Q×P)/4m². The space component is iσ^{ij}q_j = −iε_{ijk}Q_jΣ_k = i(Σ×Q)ⁱ, which between upper components gives iκ(σ×Q)ⁱ/2m. The remaining piece iσ^{i0}q₀ = αⁱq₀ couples upper to lower components and carries q₀/m ~ v², so it is of order v³ and is dropped. Finally F₁ ≈ 1 − F₁′Q², where F₁′ = dF₁/dq² at q² = 0 and q₀² ~ m²v⁴ is negligible. Comparison with part (a) gives

c_F = 1 + κ,
c_S = 1 + 2κ,
c_D = 1 + 2κ + 8m²F₁′.

The magnetic moment is c_F qσ/2m. The relation c_S = 2c_F − 1 has a direct meaning. A particle moving with v = p/m through E sees the field −v×E, and the Fermi coupling to it is −2c_F qσ·(E×p)/4m². The actual term is −c_S qσ·(E×p)/4m², and the difference, the −1, is the Thomas precession, which is kinematic and knows nothing of κ. Multiplying the whole spin-orbit term by 1 + κ would halve the anomalous correction.

The Sachs form factor G_E = F₁ + q²F₂/4m² = 1 − Q²(F₁′ + κ/4m²) defines the charge radius through G_E = 1 − Q²r_E²/6, so that

c_D = 1 + (4/3)m²r_E².

For a nucleus r_E is the natural input and κ is already contained in it; adding 2κ again would count it twice. For the electron, F₁′ is of order α/m², the same order as κ/m², but it is infrared divergent. The divergence cancels against soft-photon loops of the effective theory, and the sum is the main part of the Lamb shift. Here F₁′ = 0 is set for the electron, so the 2κ in c_D is one well-defined piece of the mα⁵ shift of S levels and not the whole.

These results were checked by evaluating the exact 4×4 vertex numerically at small momenta and projecting onto the three spin structures. For m = 1, κ = 0.35, F₁′ = 0.2 the projection gave c_F, c_D, c_S = 1.35000, 3.30000, 1.70000, and the formula gives c_D = 1.7 + 1.6 = 3.3. For m = 1.7, κ = −0.6, F₁′ = 0.1 it gave 0.40000, 2.11200, −0.20000, against c_D = −0.2 + 8 × 2.89 × 0.1 = 2.112.

(c) Find the potential V(k) from one Coulomb and one transverse photon, and compare it with the covariant amplitude.

Solution. Let p₁′ = p₁ + k and p₂′ = p₂ − k, so Q₁ = k and Q₂ = −k. The transition of particle 2 is a source q₂(ρ₂, j₂)e^{ik·x − ik₀t}, where k₀ is the energy it gives up. In Coulomb gauge −∇²A⁰ equals the charge density and (∂_t² − ∇²)A equals the transverse current, so A⁰ = q₂ρ₂/k² and Aⁱ = q₂T^{ij}j₂^j/(k² − k₀²), with k² the square of the three-vector and T^{ij} = δ^{ij} − kⁱk^j/k². Particle 1 feels q₁(ρ₁A⁰ − j₁·A). The transverse term is already of order v², so k₀²/k² ~ v² is dropped in it:

V(k) = q₁q₂ [ρ₁ρ₂ − j₁ⁱ T^{ij} j₂^j]/k².

In a bound state the particles are off shell, and the step needs its own reason. In Coulomb gauge the ρ₁ρ₂/k² term is an instantaneous part of the Hamiltonian. The transverse term arises in second-order perturbation theory: emission and absorption each carry 1/√(2|k|), there are two time orderings, and the denominator is −(|k| + H₀ − E₀), with H₀ the two-particle Hamiltonian. For |k| ~ mα, much larger than H₀ − E₀ ~ mα², the product 2·(1/2|k|)·(−1/|k|) = −1/k² reproduces the term above. The correction (H₀ − E₀)/|k| is of relative order α, so retardation first enters a bound level at mα⁵.

The covariant amplitude in Feynman gauge is q₁q₂(J₁⁰J₂⁰ − J₁·J₂)/(k² − k₀²). On shell the currents are conserved: q_μ ū′γ^μ u = (m − m)ū′u = 0 by the Dirac equation, and q_μσ^{μν}q_ν = 0 by antisymmetry. Thus k·J₁ = k₀J₁⁰ and k·J₂ = k₀J₂⁰, and J₁·J₂ = J₁TJ₂ + k₀²J₁⁰J₂⁰/k². The numerator becomes J₁⁰J₂⁰(k² − k₀²)/k² − J₁TJ₂, so the amplitude equals q₁q₂[J₁⁰J₂⁰/k² − J₁TJ₂/(k² − k₀²)] exactly and agrees with V(k) up to relative order v⁴ in any frame in which both particles are slow. If instead k₀ is dropped in the Feynman form, one obtains the Gaunt interaction, with δ^{ij} in place of T^{ij}. It equals V minus q₁q₂(k·j₁)(k·j₂)/k⁴, which on shell is q₁q₂k₀²/k⁴ to leading order, of relative order v².

The exact amplitude was computed numerically from Dirac spinors with the two test particles of part (b), in a frame with nonzero total momentum and with |k| fixed by exact energy conservation. The norm of the 4×4 difference k²(amplitude − V)/q₁q₂ was 2.043×10⁻⁷ and 1.277×10⁻⁸ for velocity scales 0.02 and 0.01, a ratio 16.00 = 2⁴. For the Gaunt form it was 6.087×10⁻⁵ and 1.519×10⁻⁵, a ratio 4.01, which is v² scaling.

It remains to multiply out. In ρ₁ρ₂ only terms through 1/m² are kept. The spin currents are perpendicular to k, so T^{ij} acts on them as δ^{ij}. With (σ×k)·P = σ·(k×P) and (σ₁×k)·(σ₂×k) = σ₁·σ₂k² − σ₁·k σ₂·k,

V(k)/q₁q₂ = 1/k² − (c_D1/8m₁² + c_D2/8m₂²)
 + i c_S1 σ₁·(k×P₁)/(4m₁²k²) − i c_S2 σ₂·(k×P₂)/(4m₂²k²)
 − P₁ⁱT^{ij}P₂^j/(m₁m₂k²)
 − i c_F1 σ₁·(k×P₂)/(2m₁m₂k²) + i c_F2 σ₂·(k×P₁)/(2m₁m₂k²)
 − (c_F1c_F2/4m₁m₂)[σ₁·σ₂ − σ₁·k σ₂·k/k²].

The relative signs between particles 1 and 2 come from Q₂ = −k. In the last line the factors are −(i)(−i) = −1.

(d) Transform to position space.

Solution. Since ⟨p₁′p₂′|V|p₁p₂⟩ = ∫d³r e^{−ik·r}V(r), one has V(r) = ∫d³k/(2π)³ e^{ik·r}V(k), and ikⁱ becomes ∂ᵢ. Four transforms are needed.

First, G = 1/4πr solves −∇²G = δ³(r), so 1/k² → 1/4πr and 1 → δ³(r). Second, ik/k² → ∇(1/4πr) = −r/4πr³. Third, ∇²r = 2/r gives ∇²(−r/8π) = −1/4πr, so 1/k⁴ → −r/8π up to a constant that derivatives remove. Then kⁱk^j/k⁴ → ∂ᵢ∂_j(r/8π) = (δ^{ij} − nⁱn^j)/8πr, and

T^{ij}/k² → δ^{ij}/4πr − (δ^{ij} − nⁱn^j)/8πr = (δ^{ij} + nⁱn^j)/8πr.

Fourth, kⁱk^j/k² → −∂ᵢ∂_j(1/4πr). For r ≠ 0 this is (δ^{ij} − 3nⁱn^j)/4πr³, which is traceless and has zero angular average. If the origin is excluded by a small sphere, isotropy allows there only a term cδ^{ij}δ³(r), and the trace, which is the transform of 1, requires 3c = 1:

kⁱk^j/k² → δ^{ij}δ³(r)/3 + (δ^{ij} − 3nⁱn^j)/4πr³.

The spin-spin bracket therefore becomes (2/3)σ₁·σ₂δ³(r) − (σ₁·σ₂ − 3σ₁·n σ₂·n)/4πr³. Omitting the δ^{ij}/3 makes the contact term too large by 3/2.

Operator ordering is fixed because P_a differs from p_a and p_a′ by ±k/2, and both k×k and T^{ij}k^j vanish. Any P may be replaced by the operator p on either side; in position space the kernel (δ^{ij} + nⁱn^j)/r has zero divergence. With q₁q₂ = 4πα₁₂,

H = Σ_a (p_a²/2m_a − p_a⁴/8m_a³) + α₁₂/r
 − (πα₁₂/2)(c_D1/m₁² + c_D2/m₂²) δ³(r)
 − (α₁₂/2m₁m₂) p₁ⁱ (δ^{ij}/r + rⁱr^j/r³) p₂^j
 − (α₁₂/4r³)[c_S1 σ₁·(r×p₁)/m₁² − c_S2 σ₂·(r×p₂)/m₂²]
 + (α₁₂/2m₁m₂r³)[c_F1 σ₁·(r×p₂) − c_F2 σ₂·(r×p₁)]
 + (α₁₂c_F1c_F2/4m₁m₂)[(σ₁·σ₂ − 3σ₁·n σ₂·n)/r³ − (8π/3)σ₁·σ₂ δ³(r)].

This is the Breit-Pauli Hamiltonian with anomalous moments. The lines are the Darwin, orbit-orbit, own spin-orbit, spin-other-orbit and spin-spin terms. A spin moving in the partner's electric field takes c_S; a spin in the partner's magnetic field takes c_F; the orbit-orbit term has no κ. For two electrons with κ = 0, α₁₂ = α, the terms with σ₁ alone combine to (α/4m²r³)σ₁·[r×(2p₂ − p₁)] and the Darwin term is −(πα/m²)δ³(r). For identical particles H acts on antisymmetric states, which accounts for the exchange diagram. For several particles the pair terms add at this order; three-body terms come from vertices with two fields, such as the seagull, or from retardation, and these lie beyond mα⁴.

The terms beyond p²/2m and α₁₂/r may be used in first order only. The operator −p⁴ is unbounded below, and for S states the second-order sums over δ³(r) and 1/r³ diverge at short distance, where the expansion in p/m fails; for P states ψ ~ r, the term 1/r³ changes ψ near the origin only by a function of order r⁰, the radial integrand r²·r·r⁻³·r⁰ stays finite, and the sums converge and are of order mα⁶. The S-state divergences belong to order mα⁶, where they must be combined with the first-order mα⁶ operators; besides those estimated in part (a), these include terms such as π⁶/16m⁵ and q²E²/m³ that H₁ does not contain.

The whole 4×4 interaction was checked at fixed numerical P₁, P₂ through the identity ∫d³r V(r)f(r) = ∫d³k/(2π)³ V(k)∫d³r e^{ik·r}f(r) for a Gaussian f displaced from the origin, both sides by quadrature in spherical coordinates. The largest deviation of a matrix element was 6.1×10⁻¹⁴.

The Breit-Pauli Hamiltonian with anomalous moments has now been derived from the one-particle vertices and one-photon exchange, with its coefficients fixed by the form factors. It remains to find the level shifts it gives for an attractive pair, to examine the limit m₂ → ∞, and to evaluate the results for hydrogen-like phosphorus.
